# Gaunt energy of helium in one kinetically balanced Gaussian: test program

```python
"""
Gaunt energy of helium with a kinetically balanced s orbital.
Result under test (hartree atomic units, c = 1/alpha):
    E_G = 2 pi alpha^2 (a/pi)^(3/2) / N^2,   N = 1 + 3 a alpha^2 / 4
a     : exponent of the normalized large-component Gaussian g = exp(-a r^2)
N     : squared norm of the spinor (g chi, (sigma.p) g chi / (2c))
E_G   : expectation value of -alpha1.alpha2/r12 in the two-electron determinant
(a/pi)^(3/2) : coalescence density <delta(r12)> of the nonrelativistic pair
The definition side uses explicit spinors, Dirac matrices and integrals.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto

alpha = constants.fine_structure
c = 1.0 / alpha
hartree_in_cm = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100.0

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
dirac = np.zeros((3, 4, 4), dtype=complex)
dirac[:, :2, 2:] = pauli
dirac[:, 2:, :2] = pauli


def helium(exponents):
    """Helium with s functions and the p functions that hold their gradients."""
    mol = gto.Mole()
    mol.atom = "He 0 0 0"
    mol.basis = {"He": [[0, [float(e), 1.0]] for e in exponents]
                 + [[1, [float(e), 1.0]] for e in exponents]}
    mol.verbose = 0
    mol.build(False, False)
    return mol


def balanced_pair(mol, orbital):
    """Normalized Kramers pair [spin, component, basis function] and norm N."""
    overlap = mol.intor("int1e_ovlp")
    nabla = mol.intor("int1e_ipovlp")
    gradient = [np.linalg.solve(overlap, nabla[k].T @ orbital)
                for k in range(3)]
    pair = np.zeros((2, 4, len(orbital)), dtype=complex)
    for spin in range(2):
        pair[spin, spin] = orbital
        for k in range(3):
            pair[spin, 2:] += -0.5j / c * np.outer(pauli[k][:, spin],
                                                   gradient[k])
    norm = np.einsum("mb,bd,md->", pair[0].conj(), overlap, pair[0]).real
    return pair / np.sqrt(norm), norm


def gaunt_parts(mol, pair):
    """Direct and exchange parts of <-alpha1.alpha2/r12>."""
    n = mol.nao_nr()
    repulsion = mol.intor("int2e").reshape(n * n, n * n)

    def coupling(i, j, k, l):
        total = 0.0
        for matrix in dirac:
            left = (pair[i].conj().T @ matrix @ pair[j]).reshape(-1)
            right = (pair[k].conj().T @ matrix @ pair[l]).reshape(-1)
            total -= left @ repulsion @ right
        return total

    direct = coupling(0, 0, 1, 1)
    exchange = -coupling(0, 1, 1, 0)
    closed_shell_sum = sum(coupling(i, i, j, j)
                           for i in range(2) for j in range(2))
    assert abs(closed_shell_sum) < 1e-9 * abs(direct)
    assert abs(direct.imag) + abs(exchange.imag) < 1e-9 * abs(direct)
    return direct.real, exchange.real


nodes, node_weights = np.polynomial.legendre.leggauss(400)
direction = np.array([1.0, 2.0, 2.0]) / 3.0


def whole_range(scale):
    r = scale * (1 + nodes) / (1 - nodes)
    return r, node_weights * 2 * scale / (1 - nodes) ** 2


def inner_range(radius):
    return radius * (1 + nodes) / 2, node_weights * radius / 2


def basis_values(mol, r):
    return mol.eval_gto("GTOval_sph", np.outer(r, direction))


def orbital_coalescence(mol, orbital, grid):
    r, w = grid
    return np.sum(4 * np.pi * r**2 * w * (basis_values(mol, r) @ orbital)**4)


def spinor_coalescence(mol, pair, grid):
    """<delta(r12)> of the full four-component determinant."""
    r, w = grid
    up, down = (basis_values(mol, r) @ pair[s].T for s in range(2))
    density_up = np.sum(abs(up)**2, axis=1)
    density_down = np.sum(abs(down)**2, axis=1)
    mixed = abs(np.sum(up.conj() * down, axis=1))**2
    return np.sum(4 * np.pi * r**2 * w * (density_up * density_down - mixed))


# Symbolic check: currents are curls of the spin density, without divergence.
x, y, z = sp.symbols("x y z", real=True)
a_sym, c_sym = sp.symbols("a c", positive=True)
xyz = (x, y, z)
g_sym = sp.exp(-a_sym * (x**2 + y**2 + z**2))
sig = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
       sp.Matrix([[1, 0], [0, -1]])]
chi = [sp.Matrix([1, 0]), sp.Matrix([0, 1])]
small = [sum((-sp.I / (2 * c_sym) * sp.diff(g_sym, xyz[k]) * sig[k] * v
              for k in range(3)), sp.zeros(2, 1)) for v in chi]
for i in range(2):
    for j in range(2):
        current = [(g_sym * chi[i].H * sig[k] * small[j]
                    + small[i].H * sig[k] * chi[j] * g_sym)[0]
                   for k in range(3)]
        m = [g_sym**2 * (chi[i].H * sig[k] * chi[j])[0] for k in range(3)]
        for k in range(3):
            p, q = (k + 1) % 3, (k + 2) % 3
            curl = sp.diff(m[q], xyz[p]) - sp.diff(m[p], xyz[q])
            assert sp.simplify(current[k] - curl / (2 * c_sym)) == 0
        assert sp.simplify(sum(sp.diff(current[k], xyz[k])
                               for k in range(3))) == 0


# Nonrelativistic one-Gaussian energy and its minimum.
def pair_energy(exponent):
    mol = helium([exponent])
    core = mol.intor("int1e_kin")[0, 0] + mol.intor("int1e_nuc")[0, 0]
    return 2 * core + mol.intor("int2e")[0, 0, 0, 0]


a_best = ((8 * np.sqrt(2) - 2) / (6 * np.sqrt(np.pi)))**2
search = minimize_scalar(pair_energy, bounds=(0.3, 2.0), method="bounded",
                         options={"xatol": 1e-8})
assert abs(search.x - a_best) < 1e-5
assert abs(search.fun + 3 * a_best) < 1e-9
for trial in (0.4, 1.7):
    closed = 3 * trial - (8 * np.sqrt(2) - 2) * np.sqrt(trial / np.pi)
    assert abs(pair_energy(trial) - closed) < 1e-10

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"speed of light c = {c:.6f} a.u.")
print(f"best single exponent a = {a_best:.6f} bohr^-2")
print(f"one-Gaussian energy = {pair_energy(a_best):.6f} hartree")

# Gaunt energy from the definition against the closed formula.
results = {}
for a in (a_best, 50.0, 2000.0):
    mol = helium([a])
    orbital = np.zeros(mol.nao_nr())
    orbital[0] = 1.0
    pair, norm = balanced_pair(mol, orbital)
    direct, exchange = gaunt_parts(mol, pair)
    grid = whole_range(1 / np.sqrt(a))
    contact = orbital_coalescence(mol, orbital, grid)
    contact_full = spinor_coalescence(mol, pair, grid)
    xa = a * alpha**2
    norm_formula = 1 + 0.75 * xa
    contact_formula = (a / np.pi)**1.5
    simple = 2 * np.pi * alpha**2 * contact_formula
    formula = simple / norm_formula**2
    full_formula = (contact_formula * (1 + 0.75 * xa + 15 * xa**2 / 64)
                    / norm_formula**2)
    assert abs(norm / norm_formula - 1) < 1e-10
    assert abs(contact / contact_formula - 1) < 1e-9
    assert abs(contact_full / full_formula - 1) < 1e-9
    assert abs((direct + exchange) / formula - 1) < 1e-9
    assert abs(direct / formula - 1 / 3) < 1e-9
    assert abs(exchange / formula - 2 / 3) < 1e-9
    results[a] = (norm, direct, exchange, contact, contact_full, simple)
    print(f"--- exponent a = {a:.6g} bohr^-2")
    print(f"a alpha^2 = {xa:.6e}")
    print(f"spinor norm N = {norm:.9f}")
    print(f"coalescence density, nonrel. = {contact:.6f} bohr^-3")
    print(f"coalescence density, 4-comp. = {contact_full:.6f} bohr^-3")
    print(f"direct part = {direct * 1e6:.6f} microhartree")
    print(f"exchange part = {exchange * 1e6:.6f} microhartree")
    print(f"E_G from definition = {(direct + exchange)*1e6:.6f} microhartree")
    print(f"E_G from formula = {formula * 1e6:.6f} microhartree")
    print(f"2 pi alpha^2 <delta>, nonrel. = {simple * 1e6:.6f} microhartree")
    print(f"E_G / (2 pi alpha^2 <delta>), nonrel. = "
          f"{(direct + exchange) / simple:.8f}")
    print(f"same ratio with 4-comp. density = "
          f"{(direct + exchange) / (2*np.pi*alpha**2*contact_full):.8f}")

# Nonrelativistic Hartree-Fock orbital in ten s Gaussians.
exponents = 0.1 * 3.0**np.arange(10)
mol_hf = helium(exponents)
overlap = mol_hf.intor("int1e_ovlp")
core = mol_hf.intor("int1e_kin") + mol_hf.intor("int1e_nuc")
repulsion = mol_hf.intor("int2e")
orbital_hf = eigh(core, overlap)[1][:, 0]
energy_hf, change = 0.0, 1.0
for cycle in range(100):
    coulomb = np.einsum("abcd,c,d->ab", repulsion, orbital_hf, orbital_hf,
                        optimize=True)
    new_energy = orbital_hf @ (2 * core + coulomb) @ orbital_hf
    change, energy_hf = abs(new_energy - energy_hf), new_energy
    if change < 1e-13:
        break
    orbital_hf = eigh(core + coulomb, overlap)[1][:, 0]
assert change < 1e-10

pair_hf, norm_hf = balanced_pair(mol_hf, orbital_hf)
gaunt_hf = sum(gaunt_parts(mol_hf, pair_hf))
contact_hf = orbital_coalescence(mol_hf, orbital_hf, whole_range(0.5))
assert abs(gaunt_hf * norm_hf**2
           / (2 * np.pi * alpha**2 * contact_hf) - 1) < 1e-7

mol_one = helium([a_best])
orbital_one = np.array([1.0, 0.0, 0.0, 0.0])
radius = 0.5
inner_one = orbital_coalescence(mol_one, orbital_one, inner_range(radius))
inner_hf = orbital_coalescence(mol_hf, orbital_hf, inner_range(radius))
contact_one = results[a_best][3]
gaunt_one = results[a_best][1] + results[a_best][2]
# The whole shortfall of the single Gaussian lies inside the chosen radius.
assert inner_hf - inner_one > contact_hf - contact_one > 0

print("--- Hartree-Fock orbital, ten s Gaussians")
print(f"exponents from {exponents[0]:.1f} to {exponents[-1]:.1f} bohr^-2,"
      f" ratio {exponents[1] / exponents[0]:.1f}")
print(f"Hartree-Fock energy = {energy_hf:.6f} hartree")
print(f"spinor norm N = {norm_hf:.9f}")
print(f"coalescence density = {contact_hf:.6f} bohr^-3")
print(f"E_G from definition = {gaunt_hf * 1e6:.4f} microhartree")
print(f"one-Gaussian E_G / this E_G = {gaunt_one / gaunt_hf:.4f}")
print(f"inside r = {radius} bohr: one Gaussian {inner_one:.6f},"
      f" HF {inner_hf:.6f} bohr^-3")
print(f"outside: one Gaussian {contact_one - inner_one:.6f},"
      f" HF {contact_hf - inner_hf:.6f} bohr^-3")
print(f"one-Gaussian E_G = {gaunt_one * hartree_in_cm:.4f} cm^-1")
print(f"Hartree-Fock-orbital E_G = {gaunt_hf * hartree_in_cm:.4f} cm^-1")
print("all assertions hold")
```

It prints:

```
fine-structure constant alpha = 0.007297353
speed of light c = 137.035999 a.u.
best single exponent a = 0.766996 bohr^-2
one-Gaussian energy = -2.300987 hartree
--- exponent a = 0.766996 bohr^-2
a alpha^2 = 4.084356e-05
spinor norm N = 1.000030633
coalescence density, nonrel. = 0.120633 bohr^-3
coalescence density, 4-comp. = 0.120629 bohr^-3
direct part = 13.453250 microhartree
exchange part = 26.906500 microhartree
E_G from definition = 40.359751 microhartree
E_G from formula = 40.359751 microhartree
2 pi alpha^2 <delta>, nonrel. = 40.362223 microhartree
E_G / (2 pi alpha^2 <delta>), nonrel. = 0.99993874
same ratio with 4-comp. density = 0.99996937
--- exponent a = 50 bohr^-2
a alpha^2 = 2.662568e-03
spinor norm N = 1.001996926
coalescence density, nonrel. = 63.493636 bohr^-3
coalescence density, 4-comp. = 63.367202 bohr^-3
direct part = 7053.208001 microhartree
exchange part = 14106.416001 microhartree
E_G from definition = 21159.624002 microhartree
E_G from formula = 21159.624002 microhartree
2 pi alpha^2 <delta>, nonrel. = 21244.216778 microhartree
E_G / (2 pi alpha^2 <delta>), nonrel. = 0.99601808
same ratio with 4-comp. density = 0.99800540
--- exponent a = 2000 bohr^-2
a alpha^2 = 1.065027e-01
spinor norm N = 1.079877032
coalescence density, nonrel. = 16062.760518 bohr^-3
coalescence density, 4-comp. = 14911.238829 bohr^-3
direct part = 1536246.294786 microhartree
exchange part = 3072492.589572 microhartree
E_G from definition = 4608738.884358 microhartree
E_G from formula = 4608738.884358 microhartree
2 pi alpha^2 <delta>, nonrel. = 5374408.969944 microhartree
E_G / (2 pi alpha^2 <delta>), nonrel. = 0.85753409
same ratio with 4-comp. density = 0.92375723
--- Hartree-Fock orbital, ten s Gaussians
exponents from 0.1 to 1968.3 bohr^-2, ratio 3.0
Hartree-Fock energy = -2.861619 hartree
spinor norm N = 1.000038096
coalescence density = 0.190594 bohr^-3
E_G from definition = 63.7657 microhartree
one-Gaussian E_G / this E_G = 0.6329
inside r = 0.5 bohr: one Gaussian 0.039272, HF 0.131322 bohr^-3
outside: one Gaussian 0.081360, HF 0.059272 bohr^-3
one-Gaussian E_G = 8.8579 cm^-1
Hartree-Fock-orbital E_G = 13.9950 cm^-1
all assertions hold
```
